# Thermal shift of the neutral Fermi level for sloping interface states

**Question**

I am working on Fermi-level pinning at metal-semiconductor contacts and am stuck on an exercise. The interface states in the gap have a density that varies linearly with energy, with a relative slope of 2 per eV. Their occupation is fixed. I am to use the Sommerfeld expansion to show that the neutral Fermi level shifts by about 2 meV between absolute zero and room temperature.

My trouble is that thermal smearing looks symmetric to me: electrons leave states just below the Fermi level and enter states just above it, so why should the level move at all? If it does move, in which direction? I also don't see what happens to the expansion when the states end at the band edges. And in a real contact the metal sets the Fermi level, so does the result still mean anything there?

**Answer**

The smearing of the occupation is symmetric, but the number of states available on the two sides is not. That difference, together with the condition of fixed occupation, gives both the size and the sign.

**Setting up the condition**

Measure energy $x$ from the neutral Fermi level at $T=0$, the level up to which the interface states must be filled for the interface to carry no charge. Keep the band edges fixed on this scale, at $x=-v$ for the valence band and $x=c$ for the conduction band. The density of interface states per area and energy is

$$D(x)=D_0(1+sx),$$

where $s$ is the relative slope at $x=0$. The density must be positive throughout the gap. I take the states to be extended, so that they are filled according to the Fermi function

$$f(x)=\frac{1}{e^{(x-\mu)/kT}+1}.$$

Any spin factor is included in $D_0$. The positive background charge does not change on heating, so neutrality requires the same number of electrons as at $T=0$:

$$\int_{-v}^{c}D(x)f(x)\,dx=\int_{-v}^{0}D(x)\,dx .$$

The unknown is $\mu$. Its solution, called $\delta$, is the shift of the neutral Fermi level.

**Separating the thermal part**

Let $y>0$ be the distance from $\mu$, and define

$$h(y)=\frac{1}{e^{y/kT}+1}.$$

Above the Fermi level, $f(\mu+y)=h(y)$. Below it,

$$f(\mu-y)=\frac{1}{e^{-y/kT}+1}=\frac{e^{y/kT}}{1+e^{y/kT}}=1-h(y).$$

This is the symmetry you had in mind: a state at $\mu+y$ is filled with the same probability as a state at $\mu-y$ is empty. Splitting the integral at $\mu$ gives

$$\int_{-v}^{c}Df\,dx=\int_{-v}^{\mu}D\,dx+\int_0^{c-\mu}D(\mu+y)h\,dy-\int_0^{\mu+v}D(\mu-y)h\,dy .$$

The second term counts electrons gained above $\mu$, and the third counts electrons lost below it. Both band edges lie many $kT$ from $\mu$, so I extend the upper limits to infinity, continuing the straight line for $D$ beyond the gap. The error is estimated below. The two thermal terms then combine, and

$$D(\mu+y)-D(\mu-y)=D_0\,[1+s\mu+sy-1-s\mu+sy]=2D_0sy .$$

The constant part of the density cancels, so with $s=0$ your argument is right and the level stays put, apart from the edge error. With a slope, substitute $u=y/kT$:

$$2D_0s\int_0^\infty y\,h(y)\,dy=2D_0s(kT)^2\int_0^\infty\frac{u}{e^u+1}\,du .$$

**The numerical factor**

For $u>0$ a geometric series gives

$$\frac{1}{e^u+1}=\frac{e^{-u}}{1+e^{-u}}=\sum_{n=1}^{\infty}(-1)^{n+1}e^{-nu}.$$

The terms alternate and decrease, so stopping after $N$ terms leaves an error of at most $e^{-(N+1)u}$. Multiplied by $u$ and integrated, this error is at most $1/(N+1)^2$, which vanishes as $N$ grows. Integration term by term is therefore allowed. Since $\int_0^\infty u\,e^{-nu}du=1/n^2$,

$$\int_0^\infty\frac{u}{e^u+1}\,du=\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}.$$

To find the sum, expand $\theta^2$ in a cosine series on $-\pi\le\theta\le\pi$. Its mean value is $\pi^2/3$. Two integrations by parts give the other coefficients:

$$\frac{2}{\pi}\int_0^\pi\theta^2\cos n\theta\,d\theta=-\frac{4}{\pi n}\int_0^\pi\theta\sin n\theta\,d\theta=\frac{4(-1)^n}{n^2}.$$

The last step uses $\int_0^\pi\theta\sin n\theta\,d\theta=-\pi(-1)^n/n$. At $\theta=0$ the series reads

$$0=\frac{\pi^2}{3}+4\sum_{n=1}^\infty\frac{(-1)^n}{n^2},$$

so the required sum is $\pi^2/12$. The thermal part of the electron number is therefore $D_0s\,\pi^2(kT)^2/6$. This is the familiar Sommerfeld term $\tfrac{\pi^2}{6}(kT)^2D'(\mu)$, with $D'=D_0s$.

**Solving for the shift**

Insert this into the neutrality condition and subtract the electron number at $T=0$. The remaining integral of the density is

$$\int_{-v}^{\delta}D\,dx-\int_{-v}^{0}D\,dx=\int_0^\delta D\,dx=D_0\left(\delta+\tfrac12s\delta^2\right).$$

After division by $D_0$,

$$\delta+\tfrac12s\delta^2+sA=0,\qquad A=\frac{\pi^2}{6}(kT)^2 .$$

For a straight-line density there are no further powers of temperature in this equation, because the difference $D(\mu+y)-D(\mu-y)$ contained a single power of $y$. What is missing is the edge error. The root that goes to zero with temperature is

$$\delta=\frac{-1+\sqrt{1-2s^2A}}{s}.$$

For $z=2s^2A\ll1$, use $\sqrt{1-z}\approx1-z/2-z^2/8$:

$$\delta\approx-sA-\tfrac12s^3A^2=-\frac{\pi^2}{6}s(kT)^2\left[1+\frac{\pi^2s^2(kT)^2}{12}\right].$$

The leading law is thus

$$\boxed{\delta\approx-\frac{\pi^2}{6}\,s\,(kT)^2}$$

For a density that rises with energy, the level moves down. If $\mu$ stayed at zero, heating would fill more states above it than it emptied below, and the interface would become negative. Lowering $\mu$ removes the surplus.

**Putting in the numbers**

At $T=300$ K, $kT=0.025852$ eV. With $s=2$ per eV,

$$\delta\approx-1.6449\times2\times(0.025852)^2\ \text{eV}=-2.20\ \text{meV}.$$

This is the "about 2 meV" of your exercise, with its sign. It can also be read as $kT$ times the small number $s\,kT=0.0517$, times 1.64. The slope makes the density change by about 5 percent over one $kT$, and the level moves by a correspondingly small part of $kT$.

The correction in the square bracket is 0.22 percent of the leading law. To see whether the band edges matter, take a gap of 1.12 eV with the neutral level 0.40 eV above the valence edge, so $v=0.40$ eV and $c=0.72$ eV. The relative density $D/D_0$ is then 0.20 at the valence edge and 2.44 at the conduction edge, so it is positive across the gap. Solving the original condition over this finite gap, with Gauss-Legendre quadrature for the integrals and a bracketing root finder for $\mu$, gives $-2.204$ meV. The square-root formula gives the same value.

The edge error can be bounded by hand. Since $h(y)<e^{-y/kT}$, the tail dropped at an edge $x_e$, a distance $b$ from $\mu$, is at most

$$D_0\,kT\,e^{-b/kT}\left(|1+sx_e|+|s|kT\right).$$

The two terms come from the density at the edge and its linear change beyond it. To turn the electron number into an energy, divide by the density near $\mu$, which here is above $0.9D_0$. The sum for both edges is below $2\times10^{-6}$ meV, nearly all from the nearer valence edge. This bound covers the interface states alone. In a real semiconductor the bands begin at the edges and hold thermal carriers. For the doped silicon layer considered below, the holes at the surface are worth a few times $10^{-5}$ meV at 300 K and of order 0.01 meV at 450 K, which is larger than the bound but still small against the shift.

The same numerical solution shows how the shift depends on temperature and slope:

- At 150 K and $s=2$ per eV, it is $-0.55$ meV.
- At 450 K and $s=2$ per eV, it is $-4.97$ meV.
- At 300 K and $s=-1$ per eV, it is $+1.10$ meV.

Halving the temperature divides the shift by very nearly four, as the leading law requires. Reversing the slope and halving it reverses the shift and very nearly halves it. The small departures come from the square bracket.

**What if the density is not a straight line?**

Add a curvature, $D=D_0(1+sx+Cx^2)$. The difference across the Fermi level becomes $2D_0y(s+2C\mu)$, because the terms even in $y$ cancel. Curvature therefore enters the thermal term through the small shift $\mu=\delta$ itself. To leading order it changes the result by

$$-2CA\delta\approx2CsA^2 .$$

For $C=10$ per eV² and $A=1.10\times10^{-3}$ eV², this is $+0.048$ meV, and the numerical solution gives the same value. It is about 2 percent of the shift, even though such a curvature changes the density strongly across the gap. At order $(kT)^2$, what counts is the slope at the neutral level. If the density has a smooth minimum there, $s=0$ and the leading shift vanishes. Odd terms of higher order do not cancel. A term $Kx^3$ adds $2Ky^3$ to the difference and changes the shift by about $-\tfrac{7\pi^4}{60}K(kT)^4$, which is $-0.05$ meV for $K=10$ per eV³. The slope alone is therefore enough only while the density is close to a parabola over several $kT$. A tail that rises to about $10D_0$ at the valence edge with a decay energy of 0.1 eV, with the value and slope at $x=0$ kept the same, reduces the shift to about $-2.0$ meV.

**What survives in a contact with a metal**

In a contact the occupation is not strictly fixed, because electrons can pass between the metal and the interface states. Suppose the states lie a distance $d$ from the metal and hold $n$ electrons per area beyond neutrality. The metal carries the opposite charge. If the layer between the two sheets is treated as vacuum, the field in it is $en/\varepsilon_0$, and the electron energies on the semiconductor side rise by $e^2nd/\varepsilon_0$. The bands move up relative to the common Fermi level, so the Fermi level moves down on our scale:

$$x=x_{\rm bare}-a\,\frac{n}{D_0},\qquad a=\frac{e^2D_0d}{\varepsilon_0}.$$

Here $x$ is the Fermi-level position at the interface, and $x_{\rm bare}$ is where it would lie without interface charge. From the calculation above, $n/D_0=x+\tfrac12sx^2+sA$.

At $T=0$ and for small $x$, this gives $x=Sx_{\rm bare}$ with $S=1/(1+a)$. This is the pinning factor: a small $S$ means that the choice of metal hardly moves the level. Now choose a metal with $x_{\rm bare}=0$, so that the interface is neutral at $T=0$, and heat the contact with $x_{\rm bare}$ held at zero. (If the metal's work function or the semiconductor's electron affinity changes on heating, $x_{\rm bare}$ moves too, and the level moves by about $S$ times that amount in addition.) Dropping the small term $\tfrac12sx^2$,

$$x(1+a)=-a\,sA,\qquad x=-\frac{a}{1+a}\,sA\approx(1-S)\,\delta .$$

With strong pinning nearly the full shift appears; with few interface states it disappears. So your result is the strong-pinning limit of the contact problem.

For $D_0=10^{14}$ per eV cm² and $d=0.5$ nm, $a=9.05$ and $S=0.0995$. The product $0.90\times(-2.20)$ meV gives $-1.98$ meV, and a numerical solution with the full expression for $n$ agrees. With the gap held fixed, the barrier for electrons, $c-x$, rises by the same 1.98 meV. Had the Fermi level stayed at $x=0$, heating would have added $D_0sA=2.2\times10^{11}$ electrons per cm². In the contact about a tenth of this surplus, the fraction $S$, remains and supports the dipole. These numbers are for a vacuum layer. A polarizable layer divides $a$ by its relative permittivity and so weakens the pinning: with a permittivity of 4, $S=0.31$ and the shift is about $-1.5$ meV.

**How this compares with a real contact**

The gap, neutral level, state density and dipole thickness above are rough values in the regime of a metal on silicon. The slope is the one your exercise assigns, not a property of a particular interface. Several effects left out are as large as the thermal shift or larger.

*Depletion charge.* Take $N_d=10^{16}$ donors per cm³, a band bending of 0.5 eV, that is a potential drop $V=0.5$ V, and a relative permittivity of 11.7. In a fully depleted layer of width $W$ the field falls linearly to zero, so $V=eN_dW^2/2\varepsilon$. This gives $W=254$ nm and a positive charge of $N_dW=2.5\times10^{11}$ elementary charges per cm². It replaces $n$ by $n-N_dW$ in the dipole equation and raises the level by $(1-S)N_dW/D_0=2.3$ meV. That slightly exceeds the thermal shift and has the opposite sign. If the donors in the layer stay ionized and the bending is held fixed, this offset is nearly the same at each temperature. In a strongly pinned contact, however, it is the barrier that stays nearly fixed. The bending then falls on heating, because the Fermi level in the bulk moves away from the conduction band. For a barrier of 0.72 eV it falls from about 0.7 eV near absolute zero to about 0.5 eV at 300 K. Since the depletion charge varies as $\sqrt V$, the offset shrinks by about 0.4 meV, which adds to the downward thermal shift. The same layer sets a surface field $E=eN_dW/\varepsilon\approx3.9\times10^4$ V/cm. In the usual image-force estimate this lowers the barrier seen in transport below $c-x$ by $e\sqrt{eE/4\pi\varepsilon}\approx22$ meV. The lowering varies as $V^{1/4}$, so it shrinks by about 2 meV on heating, as much as the thermal shift itself.

*Gap narrowing.* I held the band edges fixed, but the gap of silicon shrinks by roughly 45 meV between 0 and 300 K. If the neutral level keeps its fraction of the gap, which is an assumption, its distance from the valence edge falls by $45\times0.40/1.12=16$ meV. This is about seven times the Sommerfeld shift, so a measured temperature dependence of a barrier cannot be assigned to thermal smearing alone.

*Localized states.* Suppose each site can hold one electron of either spin, but repulsion forbids a second. Let $D$ now count sites. With $w=e^{-(x-\mu)/kT}$, the empty site has weight 1 and the two occupied states have weight $w$ each, so the filling is

$$\frac{2w}{1+2w}=\frac{1}{1+\tfrac12e^{(x-\mu)/kT}}.$$

Since $\tfrac12=e^{-\ln2}$, this is the Fermi function with $\mu$ replaced by $\mu+kT\ln2$. Neutrality then requires $\mu+kT\ln2=\delta$, which puts the level a further $kT\ln2=17.9$ meV lower. The 2 meV result therefore belongs to extended states, such as metal wave functions that decay into the semiconductor at energies in its gap, and not to isolated defects of this kind. The sign also depends on the defect: if each site always holds one electron and can take a second of opposite spin, the choice of spin belongs to the emptier state, and the level moves up by $kT\ln2$ instead.

So the exercise isolates one contribution: the effect of the Fermi function on a sloping density, with the band edges held still. Within those conditions the neutral level moves down by 2.2 meV.
